\section*{Saturation Velocity from Optical-Phonon Streaming and the Johnson Product}

\section{What dimensions allow}

A carrier of effective mass $m$ is pushed by a constant force $eF$ and loses energy in portions $\hbar\omega$, the optical phonon energy. Here $e>0$, $F$ is the magnitude of the field, and $z$ points along the force. Suppose that $m$, $eF$ and the single energy $\hbar\omega$ are all that matters. A velocity built from them has the form $m^a(\hbar\omega)^b(eF)^c$. Matching powers of mass, length and time gives
\begin{equation}
a+b+c=0,\qquad 2b+c=1,\qquad -2b-2c=-1 .
\end{equation}
Adding the last two equations gives $-c=0$, so $b=1/2$ and $a=-1/2$. The drift velocity is therefore a number times $\sqrt{\hbar\omega/m}$ and does not depend on the field.

Emission also has a rate. Take a parabolic band, $E=mv^2/2$, a cold lattice that cannot supply phonons, and
\begin{equation}
W(E)=W_0\sqrt{\frac{E}{\hbar\omega}-1}\quad(E>\hbar\omega),\qquad W=0\quad(E<\hbar\omega).
\end{equation}
The speed at threshold and the time needed to reach it from rest are
\begin{equation}
v_0=\sqrt{\frac{2\hbar\omega}{m}},\qquad t_0=\frac{mv_0}{eF}.
\end{equation}
One dimensionless parameter now exists, and
\begin{equation}
v_d=v_0\,\Phi(G),\qquad G=W_0t_0=\frac{W_0mv_0}{eF}.
\end{equation}
A velocity plateau is a range of $G$ in which $\Phi$ is nearly constant. Large $G$ means that emission is fast compared with acceleration.

\section{Leading order: streaming}

Let $\tau$ be the mean time between emissions. In the steady state the mean energy and momentum do not grow, so the field must replace what each emission removes:
\begin{align}
eF\,v_d\,\tau&=\hbar\omega,\\
eF\,\tau&=m\left(\langle v_z^-\rangle-\langle v_z^+\rangle\right).
\end{align}
The superscripts mean just before and just after an emission. Dividing the first line by the second, and using $\hbar\omega=mv_0^2/2$,
\begin{equation}
\frac{v_d}{v_0}=\frac{v_0}{2\left(\langle v_z^-\rangle-\langle v_z^+\rangle\right)}.
\label{eq:balance}
\end{equation}
For $G\to\infty$ the carrier emits as soon as it reaches $\hbar\omega$ and is left at rest. Then $v_z^-=v_0$, $v_z^+=0$, and
\begin{equation}
v_d\to v_s=\frac{v_0}{2}=\frac12\sqrt{\frac{2\hbar\omega}{m}}=\sqrt{\frac{\hbar\omega}{2m}} .
\end{equation}
This is the mean velocity of uniform acceleration from $0$ to $v_0$. A stronger field shortens each cycle without changing its mean velocity.

Streaming also needs a quiet interval below threshold: impurity and acoustic scattering must be rare during $t_0$. On a warm lattice with phonon occupation $N$, absorption occurs below threshold at a rate of order $NW_0$, hence about $NG$ times per acceleration. The condition is
\begin{equation}
NG\ll1\ll G ,
\end{equation}
which is stricter than $N\ll1$.

\section{First correction to streaming}

Measure velocity in $v_0$, energy in $\hbar\omega$ and time in $t_0$. Let $u$ be the velocity along the force and $p$ the transverse speed. Then $du/dt=1$, the energy is $\varepsilon=u^2+p^2$, and $d\varepsilon/dt=2u$. Let $y=\varepsilon-1$ be the overshoot. Near threshold $u\simeq1$, so $dy/dt\simeq2$. The emission rate in these units is $G\sqrt y$, and the probability $S$ of having not yet emitted obeys
\begin{equation}
\frac{dS}{dy}=-\frac{G\sqrt y}{2}\,S
\quad\Rightarrow\quad S=e^{-s},\qquad s=\frac{G}{3}\,y^{3/2}.
\end{equation}
Thus $s$ is exponentially distributed with unit mean, for which $\langle s^k\rangle=\Gamma(1+k)$. Since $y=(3s/G)^{2/3}$,
\begin{equation}
\bar y=\langle y\rangle=\Gamma\!\left(\tfrac53\right)\left(\frac3G\right)^{2/3},\qquad
\langle\sqrt y\rangle=\Gamma\!\left(\tfrac43\right)\left(\frac3G\right)^{1/3}.
\end{equation}
Emission removes one unit of energy, so the carrier lands with energy $y$, not at rest. What follows depends on its direction.

\subsection{Isotropic emission}

If all final directions are equally likely, $\langle u^+\rangle=0$. The transverse energy kept during the next flight is $p^2=y'\sin^2\theta$, where $y'$ is the previous overshoot. Since $\langle\sin^2\theta\rangle=2/3$, its mean is $2\bar y/3$. At the next emission
\begin{equation}
\langle u^-\rangle=\left\langle\sqrt{1+y-p^2}\right\rangle
\simeq1+\frac12\left(\bar y-\frac23\bar y\right)=1+\frac{\bar y}{6}.
\end{equation}
Equation (\ref{eq:balance}) then gives
\begin{equation}
\frac{v_d}{v_0}=\frac{1}{2(1+\bar y/6)}\simeq\frac12\left(1-\frac{\bar y}{6}\right).
\label{eq:iso}
\end{equation}
The first effect of a finite emission rate is a small decrease, of relative order $G^{-2/3}$. The carrier enters emission slightly faster, so each phonon removes more forward momentum.

\subsection{Forward emission}

In the opposite extreme the direction is kept and the motion is purely along the force. Then $p=0$, $u^+=\sqrt y$, and $u^-\simeq1+y/2$. The term $\sqrt y$ is larger than $y$, so
\begin{equation}
\frac{v_d}{v_0}\simeq\frac{1}{2\left(1-\langle\sqrt y\rangle\right)}
\simeq\frac12\left(1+\langle\sqrt y\rangle\right).
\end{equation}
Both cases share the limit $1/2$, but the correction differs in sign and in power of $G$. A Monte Carlo calculation that follows free flights and emissions gives $0.4966$ for isotropic emission at $G=300$, against $0.4965$ from the formula. For forward emission at $G=10^6$ it gives $0.5065$ against $0.5064$.

\section{The opposite limit: hot carriers}

Breakdown fields are strong, so $G$ may be small there and streaming is lost. Keep isotropic emission and let typical energies be far above $\hbar\omega$. Then $W\simeq W_0v/v_0=v/\lambda$, with a constant mean free path
\begin{equation}
\lambda=\frac{v_0}{W_0},\qquad eF\lambda=\frac{mv_0^2}{G}=\frac{2\hbar\omega}{G}.
\end{equation}

Write the distribution as $f_0(E)+f_1(E)\cos\theta$, dropping higher angular terms. The force acting on $f_0$ produces $eF\,v\cos\theta\,f_0'$. Isotropic emission destroys the $\cos\theta$ part at the rate $v/\lambda$ and returns none of it. Their balance in the steady state gives
\begin{equation}
eF\,v f_0'=-\frac{v}{\lambda}f_1\quad\Rightarrow\quad f_1=-eF\lambda f_0'.
\end{equation}
Let $g(E)$ be the density of states. The field carries particles upward through energy $E$ with flux $g\,eFv f_1/3$, where $1/3=\langle\cos^2\theta\rangle$. Emission brings down the particles lying within $\hbar\omega$ above $E$, with flux $\hbar\omega\,g f_0v/\lambda$. Equating the fluxes and inserting $f_1$,
\begin{equation}
-\frac{(eF\lambda)^2}{3}f_0'=\hbar\omega f_0
\quad\Rightarrow\quad f_0\propto e^{-E/kT_e},\qquad
kT_e=\frac{(eF\lambda)^2}{3\hbar\omega}.
\end{equation}
The approximations are consistent for small $G$: $kT_e/\hbar\omega=4/(3G^2)$ is large, and $f_1/f_0=eF\lambda/kT_e=3G/2$ is small.

The mean speed of this Maxwellian is $\langle v\rangle=\sqrt{8kT_e/(\pi m)}$. Power balance, $eFv_d=\hbar\omega\langle v\rangle/\lambda$, gives
\begin{equation}
v_d=\frac{\hbar\omega}{eF\lambda}\;eF\lambda\sqrt{\frac{8}{3\pi m\hbar\omega}}
=\sqrt{\frac{8\hbar\omega}{3\pi m}}=\frac{4}{\sqrt{3\pi}}\,v_s\simeq1.30\,v_s .
\end{equation}
The field cancels again: hotter carriers emit more often in proportion to $F$, and the supplied power $eFv_d$ keeps pace at constant $v_d$. For isotropic emission on a cold lattice, the streaming velocity is thus a fair estimate of the steady drift velocity even where streaming has ceased. Another energy or angular dependence of the emission rate requires a new calculation of this limit. For forward emission, a fast carrier loses velocity $1/(2u)$ per emission at the rate $Gu$, so $du/dt\simeq1-G/2$: for $G<2$ there is no steady state and the carrier runs away.

\section{From velocity to the Johnson product}

Let carriers cross a region of length $L$ at velocity $v_s$ in the transit time $\tau_L=L/v_s$. If the local field may not exceed $E_c$,
\begin{equation}
V=\int_0^LF\,dx\le E_cL,
\end{equation}
with equality only when the field is uniform and equal to $E_c$.

For the cutoff frequency, assume that all mobile charge in the region is imaged on a control gate and that there are no parasitic elements. A small signal of angular frequency $\Omega$ travels as $i(x)=i_0e^{-i\Omega x/v_s}$, with the time factor $e^{i\Omega t}$ omitted. The stored charge is
\begin{equation}
q=\int_0^L\frac{i(x)}{v_s}\,dx=\frac{i_0}{i\Omega}\left(1-e^{-i\Omega\tau_L}\right).
\end{equation}
The gate current has magnitude $|\Omega q|=2|i_0|\sin(\Omega\tau_L/2)$ for $0<\Omega\tau_L<2\pi$, and the output current has magnitude $|i_0|$. The current gain is
\begin{equation}
|h|=\frac{1}{2\sin(\Omega\tau_L/2)}\simeq\frac{1}{\Omega\tau_L}\qquad(\Omega\tau_L\ll1).
\end{equation}
By convention $f_T$ is found by extrapolating the low-frequency form to $|h|=1$, which gives $\Omega=1/\tau_L$. Taking $V$ at its largest allowed value $E_cL$, so that the product below is the upper limit of $Vf_T$ for this geometry with the velocity fixed at $v_s$,
\begin{equation}
f_T=\frac{v_s}{2\pi L},\qquad
Vf_T=E_cL\,\frac{v_s}{2\pi L}=\frac{E_cv_s}{2\pi}.
\end{equation}
A longer region holds more voltage and is slower in the same proportion, as long as $E_c$ is taken independent of $L$. In real avalanche breakdown the ionization rate integrated over the region sets the limit, so thinner regions hold a higher field. When all carriers have the same transit time, as assumed here, the full expression first reaches unity at $\Omega\tau_L=\pi/3$, which is $4.7\%$ above the extrapolated value.

The factor $1/(2\pi)$ depends on the geometry. In a planar collector of fixed width, the sum of the conduction current $i(x)$ and the displacement current $i\Omega\epsilon_sA\,\delta F(x)$ (permittivity $\epsilon_s$, area $A$, signal field $\delta F$) is the same at every $x$ and equals the output current. Averaging over the width with the collector voltage held fixed, $\int_0^L\delta F\,dx=0$, removes the displacement term, so the output current is the spatial average of $i(x)$, about $i_0(1-i\Omega\tau_L/2)$ at low frequency. The control current is the remainder, $i_0\,i\Omega\tau_L/2$, so $f_T$ doubles. If the field falls linearly from $E_c$ to zero, $V=E_cL/2$ and the product is again $E_cv_s/(2\pi)$, provided the velocity is still taken as constant. A uniform field there would give $E_cv_s/\pi$. The Johnson limit is therefore an estimate of scale, not a strict bound on every device.

\section{Worked example}

Take round model parameters: $\hbar\omega=100$ meV, $m=0.25$ electron masses, $W_0=10^{14}\ \mathrm{s^{-1}}$ and $E_c=3$ MV/cm. The threshold speed is $v_0=3.751\times10^7$ cm/s, so
\begin{equation}
v_s=\tfrac12\left(3.751\times10^7\right)=1.88\times10^7\ \mathrm{cm/s}=1.88\times10^5\ \mathrm{m/s}.
\end{equation}
For $L=100$ nm the transit time is $0.533$ ps, and
\begin{align}
V&=(3\ \mathrm{MV/cm})(100\ \mathrm{nm})=30\ \mathrm{V},\\
f_T&=\frac{1}{2\pi(0.533\ \mathrm{ps})}\simeq299\ \mathrm{GHz},\\
Vf_T&\simeq9.0\ \mathrm{THz\,V}.
\end{align}
For $L=400$ nm the values are $120$ V and $75$ GHz, with the same product. These values assume the velocity $v_s$ throughout the region. In the model with isotropic emission, carriers that enter at rest at this field pass the steady drift velocity after about $0.65\,t_0\simeq1$ fs, and their mean velocity overshoots to nearly $4v_s$ before collisions randomize the motion. From the mean arrival time, $100$ nm is crossed at about $1.6\,v_s$ and $400$ nm at about $1.4\,v_s$, which would give products near $14$ and $12$ THz\,V. The product then depends on $L$, and at $100$ nm the transit times spread by about $30\%$.

The Monte Carlo drift velocities for isotropic emission on a cold lattice show how far the estimate holds:
\begin{center}
\begin{tabular}{rrrr}
$F$ (kV/cm) & $G$ & $v_d/v_s$ & mean energy (eV)\\
10 & 53.3 & 0.98 & 0.044\\
30 & 17.8 & 0.97 & 0.055\\
100 & 5.33 & 1.00 & 0.081\\
300 & 1.78 & 1.11 & 0.16\\
1000 & 0.533 & 1.26 & 0.83\\
3000 & 0.178 & 1.29 & 6.4
\end{tabular}
\end{center}
The last digit of the velocity column is uncertain by about one unit from sampling; the entries $1.00$ and $1.29$ may equally read $0.99$ and $1.30$. The small initial fall is the correction (\ref{eq:iso}). Scaling the overshoot $\bar y=0.0419$ at $G=300$ to $30$ kV/cm gives
\begin{equation}
\bar y=0.0419\left(\frac{300}{17.8}\right)^{2/3}\simeq0.28,\qquad
\frac{v_d}{v_s}\simeq1-\frac{0.28}{6}\simeq0.95,
\end{equation}
against $0.97$ computed. At $100$ kV/cm the same formula gives about $0.90$ against $1.00$, so the first correction no longer suffices. At higher fields the velocity rises towards the hot plateau, $2.44\times10^7$ cm/s. On the cold lattice, over a 300-fold range of field, the largest and smallest velocities differ by a factor of $1.34$ to $1.35$.

Temperature matters most at the low-field end. At $300$ K, $N=0.021$, so at $30$ kV/cm $NG\simeq0.38$: absorption is not negligible, and the streaming entries of the table describe a colder lattice. With isotropic absorption at the rate $NW_0\sqrt{E/\hbar\omega+1}$ and emission multiplied by $N+1$, $v_d/v_s$ falls to about $0.57$, $0.77$ and $0.91$ at $10$, $30$ and $100$ kV/cm, so the low-field plateau is lost; at $3$ MV/cm the change is about $2\%$.

At $3$ MV/cm the difficulty is the energy. A mean of $6.4$ eV is not credible for a parabolic band, the broadening $\hbar W\simeq0.5$ eV at that energy exceeds $\hbar\omega$ so that emissions are no longer sharp separate events, and impact ionization, which causes breakdown, is absent from the model. Using the hot plateau velocity would change the product from $9.0$ to $11.7$ THz\,V. That difference measures the choice between two limits of one model; it is not an error bar for a real semiconductor. The model supports only an estimate of scale: a Johnson product of order $10$ THz\,V for these parameters.

\section*{Numbers as computed}
\begin{verbatim}
phonon energy = 100 meV
effective mass = 0.25 electron masses
emission rate constant W0 = 1.0e+14 1/s
breakdown field = 3.0 MV/cm
phonon occupation at 300 K = 0.0213
threshold speed v0 = 3.751e+07 cm/s
streaming velocity v_s = 1.876e+07 cm/s = 1.876e+05 m/s
hot plateau velocity = 2.444e+07 cm/s
hot plateau / streaming velocity = 1.3029
acceleration time at 30 kV/cm = 0.1777 ps
acceleration length at 30 kV/cm = 33.33 nm
mean free path v0/W0 = 3.751 nm
field where G = 1: 533.2 kV/cm
isotropic test, G = 300: mean overshoot = 0.0419 phonon energies
  v/v0 Monte Carlo = 0.4966, formula = 0.4965
forward test, G = 1e+06:
  v/v0 Monte Carlo = 0.5065, formula = 0.5064
hot test, G = 0.15:
  v/v0 Monte Carlo = 0.652, formula = 0.651
  mean energy Monte Carlo = 90.7, formula = 88.9 phonon energies
Monte Carlo: field kV/cm, G, velocity cm/s, v/v_s, mean energy eV
      10   53.318 1.837e+07 0.980 0.044
      30   17.773 1.814e+07 0.967 0.055
     100    5.332 1.867e+07 0.995 0.081
     300    1.777 2.088e+07 1.113 0.163
    1000    0.533 2.364e+07 1.260 0.828
    3000    0.178 2.423e+07 1.292 6.417
largest / smallest velocity in table = 1.336
hot-limit kT_e at breakdown field = 4.22 eV
L = 100 nm: transit time = 0.533 ps, V = 30.0 V, f_T = 298.5 GHz
L = 400 nm: transit time = 2.133 ps, V = 120.0 V, f_T = 74.6 GHz
Johnson product = 8.955 THz V = 8.955e+12 V/s
product with hot plateau velocity = 11.668 THz V
true unity-gain frequency, 100 nm = 312.6 GHz
true unity-gain / extrapolated f_T = 1.0472
planar collector, 100 nm: f_T = 597.0 GHz
triangular-field voltage, 100 nm = 15.0 V
collector product, triangular field = 8.955 THz V
collector product, uniform field = 17.910 THz V
\end{verbatim}
